# Why constant remanent polarization can hide fatigue in hafnia films

**Question**

I am cycling a 10 nm hafnium-zirconium-oxide capacitor between saturating fields. Its remanent polarization $P_r$ is the same after $10^8$ cycles as at the start, but the switching-current peak has moved and broadened. A colleague says that constant $P_r$ proves the film is undamaged. Is that right? If not, can the loop tell me how much of the film has fatigued?

**Answer**

It is not right. Saturated $P_r$ measures the net area that still switches. It does not say whether that area is the same area as before. Regions can fatigue while dormant regions awaken and replace them. The changed current peak is consistent with such a replacement, but does not prove it either.

Here "fatigued" means that a region no longer switches, for example because its domain walls are pinned. Leakage and breakdown are separate kinds of damage.

**The area balance**

Let $d$, $a$ and $f$ be the dormant, active and fatigued fractions of the area, with $d+a+f=1$. Assume that the drive saturates every active region, that active regions keep their polarization at zero field, and that the frozen polarization of the other regions averages to zero. If $P_f$ is the remanence of a fully active film, then

$$P_r=P_f a .$$

Between two cycle counts,

$$\Delta a=(\text{area awakened})-(\text{area fatigued}).$$

Constant $P_r$ therefore requires the two transfers to be equal. It does not require them to be zero.

Can they stay equal over many cycles? Not if every dormant region awakens with the same constant probability per cycle. Suppose the awakening flux is $k_w d$ and the fatigue flux is $k_f a$, both nonzero. A constant $a$ would need a constant $d$, but $d$ falls as regions awaken. The fluxes can then match only at a maximum of $P_r$, not over an interval.

A plateau needs an awakening flux that does not fall in step with $d$. A constant flux against a constant fatigue hazard would already give one. Slowing down alone would not, because a common time factor on $k_w$ and $k_f$ leaves the argument above unchanged. To spread the plateau over many decades of cycles, let both processes slow down with cycling while the flux stays independent of $d$. Take a fatigue hazard $r/(N+N_0)$ per cycle, the same for all active regions, and an awakening flux $W/(N+N_0)$, where $N$ is the cycle count:

$$\frac{da}{dN}=\frac{W-ra}{N+N_0}.$$

Define $x=\ln(1+N/N_0)$. Since $dx/dN=1/(N+N_0)$, division gives

$$\frac{da}{dx}=W-ra .$$

Move $ra$ to the left and multiply by $e^{rx}$. The left side becomes a total derivative:

$$\frac{d}{dx}\left(a e^{rx}\right)=We^{rx}.$$

Integrating from $0$, where $a=a_0$, to $x$ gives

$$a e^{rx}-a_0=\frac{W}{r}\left(e^{rx}-1\right),$$

$$a(x)=\frac{W}{r}+\left(a_0-\frac{W}{r}\right)e^{-rx}.$$

If $W=ra_0$, the bracket vanishes and $a=a_0$ throughout, as long as dormant area remains. If the match is imperfect, $a$ drifts towards $W/r$, where the two fluxes would match again. With the small $r$ and nearly matched fluxes used below, the dormant area runs out before this drift is complete.

**What the plateau hides**

On the matched plateau, original regions survive with probability $e^{-rx}$. The active area consists of

$$a_{\rm old}=a_0e^{-rx},\qquad a_{\rm new}=a_0\left(1-e^{-rx}\right).$$

Fatigued area accumulates at the rate $df/dx=ra_0$, and the dormant area supplies it:

$$f=ra_0x,\qquad d=d_0-ra_0x .$$

Because $rx\ge 1-e^{-rx}$, the cumulative loss $f$ is at least as large as the lost original area. The difference is area that awakened and then fatigued as well.

Take $P_f=30$ uC/cm2, $a_0=0.60$, $d_0=0.40$, $r=0.05$ and $N_0=1000$ cycles. Then $W=0.05\times0.60=0.030$ and $P_r=30\times0.60=18$ uC/cm2. At $10^8$ cycles, $x=11.51$, so

$$f=0.030\times11.51=0.345 .$$

About 35% of the whole film has fatigued with no change in $P_r$. Of the active area, a share $w=1-e^{-rx}=0.438$ is new.

**Why the switching peak changes**

Treat each active region as an independent relay that switches at $+E$ on the way up and at $-E$ on the way down. Let the original and awakened regions have normalized switching-field distributions $g_0(E)$ and $g_w(E)$. The active area per unit field is

$$n(E)=a_0\left[(1-w)g_0(E)+w g_w(E)\right].$$

Start from negative saturation. Each region that switches changes its contribution from $-P_f$ to $+P_f$ times its area, hence

$$P(E)=P_f\left[-a_0+2\int_0^E n(E')\,dE'\right],\qquad \frac{dP}{dE}=2P_f n(E).$$

This slope excludes the linear dielectric response. Its integral is $2P_fa_0=2P_r$ for every $w$, while its shape depends on $w$ if $g_w\ne g_0$. The coercive field $E_c$, where $P=0$, satisfies $\int_0^{E_c}n\,dE=a_0/2$. It is the median switching field.

Let both distributions be Gaussians of width $\sigma=0.20$ MV/cm, centred at 1.0 MV/cm for original regions and 1.4 MV/cm for awakened ones. Their separation is $\Delta=0.4$ MV/cm. At $10^8$ cycles the mean is

$$1.0+0.438\times0.4=1.175\ \text{MV/cm}.$$

The variance is the width within each group plus the spread between groups, $\sigma^2+w(1-w)\Delta^2$, so the total width grows from 0.20 to 0.28 MV/cm. The coercive field rises from 1.00 to 1.17 MV/cm.

As a test, random awakening and fatigue times were drawn for 400,000 regions, and the active ones were swept as relays. This gave $P_r=18.00$ uC/cm2 at the start and 17.98 uC/cm2 at $10^8$ cycles, with coercive fields of 1.000 and 1.166 MV/cm.

The change matters if a memory is read below saturation. After negative saturation, a rise to 1.5 MV/cm switches 35.8 uC/cm2 in the fresh film but 31.0 uC/cm2 in the cycled one, a loss of 13% relative to the fresh value. The saturated remanence misses this loss.

**How much damage can the loop reveal?**

Suppose each region keeps its own switching field and does not interact with the others. Let $n_1$ and $n_2$ be the active densities at the start and end, $\ell(E)$ the original area lost, and $q(E)$ the newly active area. Then

$$n_2=n_1-\ell+q .$$

Since $q\ge0$, we have $\ell\ge n_1-n_2$. Also $\ell\ge0$. Integrating the stronger condition at each field gives

$$\text{lost original area}\ \ge\ \int\max(n_1-n_2,0)\,dE .$$

For the example, $n_1-n_2=a_0w(g_0-g_w)$, which is positive below the midpoint, 1.2 MV/cm. Integrating the two Gaussians up to that point gives

$$a_0w\,\mathrm{erf}\left(\frac{\Delta}{2\sqrt2\,\sigma}\right)=0.179 .$$

The actual lost original area is $a_0w=0.263$, and the cumulative fatigued area is 0.345. The loop supplies a lower bound, not the damage itself. It also measures $2P_fn$ rather than $n$, so without an independent value of $P_f$ it gives the bound only as a share of the initially active area, here $0.179/0.60=30\%$.

Three cases limit this inference:

- If $g_w=g_0$, the bound is zero. A simulated film with the same 35% fatigued area but identical field distributions kept $E_c=1.000$ MV/cm. An unchanged loop does not prove an undamaged film either.
- If regions change their own switching fields, for example as charged defects move, the peak can shift with no region lost. The bound then fails.
- If regions interact, for example through the averaged field of an interface layer, replacing some of them shifts the applied field at which others switch. The derivation then no longer applies. In the example, the averaged layer described below lowers the apparent bound from 0.179 to about 0.10, but nothing guarantees in general that it stays below the true loss.

A direct way to separate replacement from drift is to follow the same regions through cycling, for instance by local mapping of switching.

**When the plateau ends**

The dormant reservoir is empty when $d_0=ra_0x_{\rm end}$:

$$x_{\rm end}=\frac{0.40}{0.030}=13.3,\qquad N_{\rm end}=N_0\left(e^{x_{\rm end}}-1\right)\approx6.2\times10^8 .$$

After that $W=0$ and $a=a_0e^{-r(x-x_{\rm end})}$. For $N\gg N_0$, each further decade of cycles multiplies $P_r$ by $10^{-0.05}$, a loss of 10.9%. At $10^{10}$ cycles $P_r$ would be 15.7 uC/cm2. The earlier flat $P_r$ gives no warning of this decline.

The match need not be perfect for $P_r$ to look steady. With 20% more awakening, the reservoir empties at $x=0.40/0.036=11.1$, or about $6.7\times10^7$ cycles. There $P_r$ is higher than at the start by the fraction $0.2(1-e^{-0.05\times11.1})$, or about 8.5%, and then it falls. At $10^8$ cycles the excess is $1.085\,e^{-0.05(11.51-11.11)}-1$, or about 6.4%. Extending the formula for $a(x)$ to $10^8$ cycles would give 8.75%, which is too high, because it continues the awakening past the point where the reservoir is empty. It would need a dormant fraction of $0.036\times11.51=0.414$, slightly more than this film has.

**Where slow awakening could come from**

Suppose dormant regions have awakening barriers $U$ spread evenly over a width $\Delta U$, and awaken at a rate $\lambda=\nu e^{-U/kT}$ per cycle. Their flux is

$$\int\frac{d_0}{\Delta U}\lambda e^{-\lambda N}\,dU .$$

Since $|dU|=kT\,d\lambda/\lambda$, this becomes

$$\frac{d_0kT}{\Delta U}\int_{\lambda_{\min}}^{\lambda_{\max}}e^{-\lambda N}d\lambda
=\frac{d_0kT}{\Delta U}\,\frac{e^{-\lambda_{\min}N}-e^{-\lambda_{\max}N}}{N}.$$

For $1/\lambda_{\max}\ll N\ll1/\lambda_{\min}$ the numerator is close to 1, and the flux is close to $W/N$ with $W=d_0kT/\Delta U$. The example needs $\Delta U=kTx_{\rm end}=0.345$ eV at 300 K. With the fastest rate set to $0.56/N_0$, so that the logarithms agree at large $N$, the finite range of barriers moves $P_r$ by at most 1.1% up to $10^8$ cycles. The plateau is then nearly flat, not exactly flat.

**Comparison with a real capacitor**

For a 10 nm film between titanium nitride electrodes, a remanence of some tens of uC/cm2 at most, a coercive field near 1 MV/cm and a drive near 3 MV/cm are rough typical values. The area fractions, rates and separation of the two distributions are chosen, not measured. Many real films first show a rising $P_r$, so a balance from the first cycle is a special case. Their fresh loops can also be pinched by internal bias fields, which the symmetric relays omit.

Real films may also have a nonferroelectric interface layer. Let it have thickness $t_i=0.5$ nm within a total $t=10$ nm, with relative permittivity $\epsilon=30$ in both layers. Continuity of electric displacement makes the layer's field larger than the ferroelectric's by $P/(\epsilon_0\epsilon)$. Adding the voltages gives

$$E_{\rm ferro}=\frac{V}{t}-\frac{t_i}{t}\frac{P}{\epsilon_0\epsilon}.$$

If the layer responds to the polarization averaged over the whole area, the correction is 0.34 MV/cm at $P_r$ but zero at $P=0$, so the coercive fields do not change. With the layer held unchanged during cycling, the polarization switched at 1.5 MV/cm then falls from 31.8 to 25.8 uC/cm2, a read loss of 19% instead of 13%.

Suppose switching is set by the field averaged through the film's thickness. The area average then applies to regions much narrower than the layer is thick, or to a film with a conducting sheet between it and the layer. Regions 10 nm wide or more feel mainly their own polarization, which helps them to switch. The coercive fields drop to roughly 0.5 and 0.7 MV/cm for 10 nm square regions, and to about 0.4 and 0.6 MV/cm for much wider ones. Their difference survives, but a read at 1.5 MV/cm switches nearly every active region and shows almost no loss. The 10 nm case depends on this choice of field: the field at mid-film gives coercive fields of about 0.7 and 0.8 MV/cm, and the field at the electrode far from the layer about 0.8 and 1.0 MV/cm. A partial read must therefore be chosen well below saturation, for example near the measured coercive field. For the much wider regions, a read at 0.6 MV/cm shows a loss of about 37%. In that case the layer's field also prevents the one or two percent of active regions that switch most easily from keeping their polarization at zero field, so $P_r$ is constant only to about 1%.

At a 3 MV/cm drive the model also puts about 9 MV/cm across the layer if it responds to the averaged polarization, and about 14 MV/cm beside a wide active region. A real layer may leak, trap charge or break down at such fields, so these corrections are only illustrative.

Leakage can also imitate switched charge. For a 5 us half-cycle, 0.072 A/cm2 would add 1% of $2P_r$. Fowler–Nordheim tunnelling through an ideal 2 eV barrier, with effective mass 0.2 electron masses, gives only about 1 to $2\times10^{-5}$ A/cm2 at 3 MV/cm in a film without an interface layer, the higher value including thermal spread at 300 K. An interface layer at the electron-injecting electrode can raise this by a factor of roughly 50 to 1000, because its stronger field thins the barrier. At the other electrode it lowers the tunnelling current where the polarization is averaged or aligned with the drive. Beside wide frozen regions of opposite polarization it instead raises the film's field, and the local current can grow by about two orders of magnitude. Leakage through traps is not included and must be measured.

Breakdown may come before the reservoir is empty. A chosen Weibull law with scale $10^9$ cycles and shape 1.5 gives 3% failures by $10^8$ cycles and 38% by $N_{\rm end}$. That is a favourable assumption for a 3 MV/cm drive. Temperature matters too. In the barrier model, heating raises $W$ in proportion to $T$ and also speeds up every awakening rate $\nu e^{-U/kT}$. Suppose the fatigue hazard stays as it was at 300 K. For attempt rates $\nu$ between $10^2$ and $10^8$ per cycle, the reservoir at 358 K then empties at about $10^7$ to $10^6$ cycles, after $P_r$ has risen to between 20 and 23 uC/cm2. In a real film fatigue may speed up as well.

For your capacitor, compare the switching peak and a partial read at fixed temperature, frequency and amplitude, with leakage subtracted. A change tells you that the switching behaviour has changed, whether through replaced regions, drifting switching fields or an altered interface layer. Attributing it to fatigue needs evidence that the original regions have stopped switching.

## Calculated quantities

```
Initial active, dormant fractions: 0.600, 0.400
Fatigue coefficient r: 0.050; N0: 1000 cycles
Fully active remanence Pf: 30.0 uC/cm2
Old, new mean fields: 1.00, 1.40 MV/cm
Each field width: 0.20 MV/cm; drive: 3.0 MV/cm
Matched awakening coefficient W: 0.0300
Cycles; old active; new active; dormant; cumulative fatigued
0e+00; 0.6000; 0.0000; 0.4000; 0.0000
1e+04; 0.5322; 0.0678; 0.3281; 0.0719
1e+06; 0.4247; 0.1753; 0.1927; 0.2073
1e+08; 0.3374; 0.2626; 0.0546; 0.3454
Clock x at 1e+08 cycles: 11.5129
New share of active area at 1e8 cycles: 0.4377
Constant model remanence: 18.00 uC/cm2
Relay remanence, start/end: 18.00, 17.98 uC/cm2
Coercive field, start/end: 1.000, 1.165 MV/cm
Relay coercive, start/end: 1.000, 1.166 MV/cm
Mean switching field at end: 1.175 MV/cm
Distribution width at end: 0.282 MV/cm
dP/dE at 1.0 MV/cm, start/end: 71.81, 44.63 (uC/cm2)/(MV/cm)
dP/dE at 1.4 MV/cm, start/end: 9.72, 36.89 (uC/cm2)/(MV/cm)
Read at 1.5 MV/cm, start/end: 35.78, 31.01 uC/cm2
Read loss: 13.3 %
Lost original area: 0.2626; field bound: 0.1793
Simulated lost original area, bound: 0.2625, 0.1794
Identical-field twin Ec: 1.000 MV/cm; Pr: 17.98 uC/cm2
Reservoir end: x = 13.333; N = 6.174e+08 cycles
Remanence at 1e10 cycles: 15.66 uC/cm2
Loss per decade after reservoir end: 10.9 %
Pr change at 1e8 for 20% excess awakening: 8.75 %
Barrier width at 300 K: 0.345 eV
Smooth-barrier Pr ripple: -1.09 to 0.08 %
Film, interface thickness: 10.0, 0.5 nm; permittivity: 30
Interface depolarizing field at Pr: 0.339 MV/cm
Layered Ec, start/end: 1.000, 1.166 MV/cm
Layered remanent charge, start/end: 17.08, 17.09 uC/cm2
Layered read polarization, start/end: 31.81, 25.83 uC/cm2
Tunnel barrier: 2.0 eV; mass ratio: 0.2
Peak tunnelling current: 1.08e-05 A/cm2
Tunnelling charge in 5 us: 5.38e-05 uC/cm2
Leakage mimicking 1% of 2Pr: 0.072 A/cm2
Weibull scale: 1e+09 cycles; shape: 1.5
Breakdown by 1e8, reservoir end: 3.1, 38.4 %
At 358 K, reservoir end: 7.12e+07 cycles; Pr there: 19.49 uC/cm2
```
